High-Temperature Acoustic-Phonon Resistivity of Doped Graphene

**1. The question**

A graphene interconnect warms up in use, and its lattice vibrations scatter the carriers more strongly. In a sheet with a parabolic band one could compensate by adding carriers, as section 6 shows. In graphene this remedy fails for one part of the resistivity: the part due to long-wavelength in-plane acoustic phonons grows in proportion to temperature T and, when T is high enough, hardly depends on the carrier density n. We derive this law, find which ingredients produce it, and determine where it stops.

SI formulas are used, with numbers in practical units. The symbol ρ denotes sheet resistivity, in ohms per square, and ρ_m the mass per unit area.

**2. Electrons, phonons and their coupling**

Near each of its two Dirac points the conduction band has energy and spinor

E = ħvk,  χ_k = (1, e^{iφ})/√2,

where φ is the direction of k. With two spins and two valleys,

n = 4πk_F²/(2π)² = k_F²/π,  g(E) = 2E/(πħ²v²),

where g is the density of states per area. Scattering through an angle θ, with a potential that acts equally on both spinor components, carries the factor

|⟨χ_k'|χ_k⟩|² = |(1 + e^{iθ})/2|² = (1 + cosθ)/2.

It vanishes for backscattering.

Longitudinal phonons have frequency ω = v_s q. In an area A their displacement field is

u = Σ_q √(ħ/(2ρ_m A ω)) q̂ [a_q e^{iq·r} + a_q† e^{−iq·r}].

A local dilation shifts the electron energy by D∇·u. The derivative supplies a factor q, so the squared matrix element, without the spinor factor, is

|M_q|² = D²q² ħ/(2ρ_m A ω) = D²ħq/(2ρ_m v_s A).

Absorption multiplies this by N and emission by N + 1, where N = 1/(eˣ − 1) and x = ħω/k_BT. The phonons are assumed to stay in equilibrium. The constant D is an effective one, with screening already included; section 7 returns to it.

**3. The high-temperature limit**

A carrier at the Fermi level can change its wavevector by at most about 2k_F. The largest phonon energy involved defines the Bloch-Grüneisen temperature,

k_B T_BG = 2ħv_s k_F.

For T ≫ T_BG every relevant x is small, so 2N + 1 ≈ 2/x. Absorption and emission together give

|M_q|²(2N + 1) ≈ [D²ħq/(2ρ_m v_s A)] [2k_BT/(ħv_s q)] = D²k_BT/(ρ_m v_s² A).

The wavenumber has cancelled. This is classical equipartition: each strain component carries elastic energy k_BT/2, so its mean square is k_BT/(ρ_m v_s² A).

The collisions are also nearly elastic relative to the carrier energy, because ħω ≤ 2(v_s/v)E to leading order and v_s ≪ v. Transitions between the two bands are impossible: they would need ħω = ħv(k + k') ≥ ħvq, which exceeds ħv_s q.

**4. The scattering rate**

Let a weak field F act along x on carriers of charge −e. In an elastic, isotropic model the Boltzmann equation is solved by

δf = eFvτ cosφ ∂f₀/∂E.

The flow into state k comes from directions φ + θ. Since cos(φ + θ) = cosφ cosθ − sinφ sinθ, and the sine term cancels between θ and −θ, the inflow is the outflow times cosθ. The rate that relaxes the current therefore carries the weight 1 − cosθ:

1/τ = (2π/ħ) A ∫ k'dk'dθ/(2π)² × [D²k_BT/(ρ_m v_s² A)] × [(1 + cosθ)/2](1 − cosθ) δ(ħvk' − E).

Spin and valley are conserved, so no degeneracy factor enters. The two remaining integrals are

∫ k'dk' δ(ħvk' − E) = E/(ħ²v²),

∫₀^{2π} dθ sin²θ/2 = π/2.

The numerical factor is 2π × (1/4π²) × π/2 = 1/4, and

1/τ = D²k_BT E/(4ħ³v²ρ_m v_s²).

The rate grows with E because a Dirac carrier of higher energy has more final states available.

**5. The conductivity**

Summing −e v cosφ δf over the four degenerate species gives

σ = 4e²v² ∫ k dk dφ/(4π²) cos²φ τ(−∂f₀/∂E) = (e²v²/π) ∫ k dk τ(−∂f₀/∂E).

With k dk = E dE/(ħ²v²) this becomes

σ = [e²/(πħ²)] ∫₀^∞ dE Eτ(E) (−∂f₀/∂E).

The product Eτ = 4ħ³v²ρ_m v_s²/(D²k_BT) does not depend on energy and comes out of the integral. For strong doping the remaining integral is one, hence

**ρ = πD²k_BT/(4e²ħρ_m v_s²v²).**

Thermal smearing does not spoil this. At general chemical potential μ the electrons contribute the weight f₀(0) = 1/(1 + e^{−μ/k_BT}). The holes, which scatter at the same rate, contribute 1/(1 + e^{μ/k_BT}). The two weights add to one. With D held constant, the result therefore holds even at neutrality in this quasi-elastic model. In a real neutral sheet the screening changes with temperature, and electron-hole collisions, omitted here, also degrade the current.

**6. What causes the two properties**

Linearity in T comes from classical phonon occupation. Density independence here rests on two things together: strain coupling, which removes q from the scattering strength, and the Dirac band, whose factor E in the rate cancels the factor E in the conductivity.

A parabolic band with E = ħ²k²/2m, the same D and no spinor factor shows the difference. Now ∫k'dk'δ = m/ħ² and ∫(1 − cosθ)dθ = 2π, so

1/τ = D²k_BT m/(ħ³ρ_m v_s²),

ρ = m/(ne²τ) = m²D²k_BT/(ne²ħ³ρ_m v_s²).

This is still linear in T but falls as 1/n. Deformation coupling alone is thus not enough.

Both cases were tested by summing the golden rule directly over a Cartesian grid of final states at 1000 K, with explicit spinors for the Dirac band and m = 0.05 electron masses for the parabolic one. Raising n from 10¹² to 4×10¹² cm⁻² changed ρ by a factor 1.000 in the Dirac band and 0.250 in the parabolic band. At the lower density the Dirac sum agreed with the formula to about 0.01 percent.

**7. Screening and the meaning of D**

If a bare deformation potential is screened by the carriers in the Thomas-Fermi approximation, its matrix element is divided by

ε(q) = 1 + e²g(E_F)/(2ε₀κq),

where κ is the mean dielectric constant of the surroundings. Insert g(E_F) = 2k_F/(πħv) and q = 2k_F s, with s = sin(θ/2):

ε = 1 + e²/(2πε₀κħv s).

The density has dropped out. For a degenerate sheet this screening rescales D² by a constant and leaves the law intact. The constant is the average of 1/ε² with weight sin²θ; for κ = 2.45 it is 0.077. An effective D of 18 eV would then require a bare value of 18/√0.077 ≈ 65 eV.

That large number warns against reading D as a bare band-structure constant. Strain also changes the hopping between atoms. Any coupling linear in strain has a squared matrix element proportional to q²/ω times a function of angles, so in the same limit it gives the same dependence on T and n, with another numerical factor. In that limit the effective D can absorb such contributions.

**8. Finite phonon energy**

Near T_BG the approximation 2N + 1 ≈ 2/x fails, and Pauli blocking no longer cancels. We take D to be the same at every angle. A coupling that depends on angle, such as the screened one of section 7, keeps the limiting law but changes the numerical corrections found below. Write f = f₀ + f₀(1 − f₀)Φ. The linearized Boltzmann equation then has the form LΦ = X, where X is the driving term and L is symmetric by detailed balance. The conductivity is proportional to ⟨X,Φ⟩. From a trial function Φ_t we estimate it as

⟨X,Φ_t⟩²/⟨Φ_t,LΦ_t⟩.

Put Φ_t = Φ + δ and S = ⟨X,Φ⟩. The numerator is S² + 2S⟨X,δ⟩ and the denominator S + 2⟨X,δ⟩, both to first order. Their ratio is S, so the error is of second order in δ. For k_BT ≪ E_F we may take Φ_t ∝ cosφ, constant in energy across the thermal shell.

The collision term then needs f₀(E)[1 − f₀(E + ħω)] summed over energy. Direct substitution of the Fermi function gives

f₀(E)[1 − f₀(E + ħω)] = (N + 1)[f₀(E) − f₀(E + ħω)],

and the bracket on the right integrates to ħω. Absorption therefore contributes N(N + 1)ħω, and emission the same by detailed balance. In the elastic limit the corresponding integral is ∫f₀(1 − f₀)dE = k_BT. Hence the classical factor 2/x is replaced by 2xN(N + 1), a relative change

R(x) = x²N(N + 1) = (x/2)²/sinh²(x/2) = 1 − x²/12 + …

On the Fermi circle x = (T_BG/T)s. With ρ_lin the linear law,

ρ/ρ_lin = (4/π) ∫₀^π dθ (sin²θ/2) R(sT_BG/T).

Since s² = (1 − cosθ)/2 and the cosine averages to zero with weight sin²θ, the mean of s² is 1/2. Therefore

ρ = ρ_lin [1 − (T_BG/T)²/24 + …],

and at fixed n

d ln ρ/d ln T = 1 + (T_BG/T)²/12 + …

To this order the linear law is accurate to 1 percent when T exceeds about 2T_BG. Because T_BG ∝ √n, the range of validity depends on density even though the limiting law does not.

In the opposite limit, T ≪ T_BG, only small angles matter. Put sin²θ ≈ θ² and θ = 2xT/T_BG:

ρ/ρ_lin ≈ (16/π)(T/T_BG)³ ∫₀^∞ x⁴eˣ/(eˣ − 1)² dx = (64π³/15)(T/T_BG)³.

The integral equals 4π⁴/15. This limit is approached slowly and is good to a few percent only near T_BG/30 and below. Between the two limits the trial function constant in energy overestimates ρ, by about 14 percent at T = T_BG/6. With D held constant, ρ ∝ T⁴/n^{3/2}, so both properties are lost in the cold sheet.

**9. Worked example**

Take n = 10¹³ cm⁻² and T = 300 K, with rough typical parameters D = 18 eV, v = 10⁶ m/s, v_s = 20 km/s and ρ_m = 7.6×10⁻⁷ kg/m². Then

k_F = √(πn) = 0.5605 nm⁻¹,  E_F = ħvk_F = 0.369 eV,

T_BG = 2(v_s/v)(E_F/k_BT)T = 0.04 × (0.3689/0.02585) × 300 K = 171 K.

Since D/e = 18 V, the slope is

ρ/T = π(18 V)²k_B/(4ħρ_m v_s²v²) = 0.110 Ω/K,

and ρ = 0.1096 × 300 = 32.9 Ω per square. Spread over a layer 0.335 nm thick, this corresponds to 1.10 μΩ cm. The transport time is 0.70 ps, the mean free path vτ = 700 nm, and the acoustic-limited mobility 1/(neρ) about 19,000 cm²/Vs.

As a test of sections 5 and 8, the linearized Boltzmann equation was solved numerically with these parameters. The solution keeps energy conservation with finite ħω, Pauli blocking, scattering into each state, and both bands. At 171, 300 and 342 K it gives ρ/ρ_lin = 0.959, 0.987 and 0.990; the integral of section 8 gives 0.960, 0.987 and 0.990. Between 270 and 330 K the solved exponent is 1.028, against 1.027 from the expansion at 300 K. For a neutral sheet at 300 K the solved ratio is 1.000, as the sum of electron and hole weights requires.

At a fixed 300 K, the same solution gives 32.9 Ω at 10¹² cm⁻² and 31.6 Ω at 3×10¹³ cm⁻². With D held constant, a thirtyfold increase in density thus lowers ρ by 4 percent. At the upper density T_BG is 297 K, and the expansion accounts for this drop: 1 − 1/24 ≈ 0.96.

**10. What the example leaves out**

*Optical phonons.* Take an isotropic coupling D_o = 15 eV/Å and a phonon energy of 0.16 eV, both round values. With the squared matrix element D_o²ħ/(2ρ_m ωA) at every angle, the golden rule with the thermal factor of section 8, and with the final density of states taken at E_F, gives

1/τ_o = [D_o²E_F/(2ρ_m ωħ²v²)] 2xN(N + 1).

Relative to the acoustic rate at the same temperature this is 0.15 at 300 K and 0.40 at 400 K. These ratios are upper estimates of the added resistivity. The thermal factor assumes a response constant in energy, but relaxation is much faster far from E_F on the thermal scale. Carriers well above E_F can emit into free states, and empty states well below it are filled by carriers dropping from above. Both therefore respond less to the field. Because L is positive, the trial function of section 8 can only underestimate the conductivity. The optical part still grows much faster than T, so a hot interconnect leaves the linear law upward.

*Polar support.* An oxide with static and high-frequency constants ε_s = 3.9 and ε_∞ = 2.4 has surface phonons, here given one energy of 0.06 eV. Their coupling follows from the static image interaction at distance d, −[e²/(2ε₀qA)][(ε − 1)/(ε + 1)]e^{−2qd}. Phonon exchange contributes −2|M|²/(ħω), which must equal the difference between the images for ε_s and ε_∞:

|M|² = [e²ħω/(2ε₀qA)] [1/(ε_∞ + 1) − 1/(ε_s + 1)] e^{−2qd}.

With d = 0.35 nm, static carrier screening with κ = (ε_∞ + 1)/2 = 1.7, the angular weight sin²θ/2 of section 4 and the thermal factor of section 8, the added rate is 0.20 of the acoustic one at 300 K.

*Edges.* In a line of width W with fully diffuse edges, a carrier starts each path at an edge with no drift and approaches its bulk drift over the mean free path ℓ. Averaging over position y and direction φ,

σ_line/σ = (2/π) ∫₀^{π/2} dφ 2cos²φ ∫₀^W (dy/W) [1 − exp(−y/(ℓ sinφ))].

For W = 50 nm and ℓ = 700 nm the resistivity rises by a factor 6.7 in this model, to about 220 Ω per square. The model treats motion across the line as classical, although only about k_FW/π ≈ 9 transverse modes fit into it, so the factor is a rough guide. It also describes all scattering by one relaxation length. Acoustic collisions are in fact more frequent than 1/τ and favour forward directions, which makes the edge factor somewhat larger. The estimate also uses the acoustic path alone. Other scattering shortens ℓ and reduces the edge factor, so the corrections must not simply be multiplied.

*Out-of-plane vibrations.* These stretch the sheet only to second order in its height, so the linear strain coupling of section 2 does not describe them. They are left out here on the assumption that a support or tension suppresses them. In a free, slack sheet they can be important, and the law derived above does not cover their contribution.

*Smaller effects.* On the circle k = k_F, the nearest-neighbour lattice band with bond length 0.142 nm departs from a constant energy by about ±2 percent. The total acoustic scattering rate, without the weight 1 − cosθ, is 2/τ, because the angular integral is then π instead of π/2. The level width 2ħ/τ is 0.5 percent of E_F, which supports the use of a Boltzmann equation.

**11. Comparison with real sheets**

The density and temperature are ordinary ones for doped graphene devices. Measured slopes in good sheets are very roughly 0.1 Ω/K. The effective D used here is of the size needed to describe such slopes, so the agreement is not an independent prediction. The figure of 33 Ω per square is the acoustic part alone, for a wide, clean sheet. For the single round-valued mode of section 10, optical phonons add at most about 15 percent at 300 K without a polar support, and on the oxide above the two phonon estimates together add at most about a third. These bounds hold only for the assumed couplings. Real graphene has a zone-boundary mode that favours backscattering and two zone-centre modes, and with stronger but plausible couplings their combined share at 300 K can exceed 20 percent. In a 50 nm line, diffuse edges matter far more and break the assumption of an unbounded sheet. Impurities and contacts add further resistance that depends on the sample, and self-heating raises T itself. The law also assumes a weak field. Linear response of the carriers needs eFℓ ≪ k_BT, which for ℓ = 700 nm at 300 K means F well below 4×10⁴ V/m. Keeping the phonons in equilibrium asks for more: the drift speed should stay below v_s, which at a mobility of 19,000 cm²/Vs means F below about 10⁴ V/m. Adding carriers may reduce some of these other contributions, but it does not remove the in-plane acoustic part while T stays well above T_BG. The numerical output below lists the values used.

Table of computed values

```
Deformation potential D: 18.0 eV
Dirac speed v: 1.00e+06 m/s
Sound speed vs: 20.0 km/s
Areal mass density: 7.60e-07 kg/m2
Carrier density n: 1.0e+13 cm^-2
Temperature T: 300 K
Fermi wavenumber: 0.5605 nm^-1
Fermi energy: 0.3689 eV
Thermal energy kB T: 0.02585 eV
Bloch-Gruneisen temperature: 171.2 K
Acoustic transport rate: 1.428e+12 s^-1
Acoustic transport time: 0.700 ps
Acoustic mean free path: 700 nm
Slope of linear law: 0.1096 ohm/K per square
Linear-law resistivity: 32.88 ohm per square
Layer thickness for conversion: 0.335 nm
Bulk equivalent: 1.101 microohm cm
Acoustic-limited mobility: 18985 cm2/Vs
Golden-rule grid, T = 1000 K:
  Dirac, grid/linear law: 1.00012
  Dirac, rho(4n)/rho(n): 1.00037
  Parabolic, rho(4n)/rho(n): 0.25014
Boltzmann/linear and phonon-factor formula, n = 1e13 cm^-2:
  T = 171.2 K: 0.95895, 0.95960
  T = 342.5 K: 0.99022, 0.98966
  T = 300.0 K: 0.98705, 0.98656
Neutral sheet, Boltzmann/linear at 300 K: 1.00045
Exponent 270-330 K, Boltzmann: 1.0281
Exponent at 300 K, formula: 1.0272
Density scan at 300 K (n cm^-2; T_BG K; rho ohm/sq; rho/linear):
  1e+12; 54.2; 32.854; 0.99930
  3e+12; 93.8; 32.764; 0.99658
  1e+13; 171.2; 32.451; 0.98705
  3e+13; 296.6; 31.558; 0.95988
Screening background constant: 2.45
Screening factor on bare D squared: 0.0770
Bare D giving the same resistivity: 64.9 eV
Optical phonon energy: 0.16 eV
Optical coupling: 15.0 eV/angstrom
Optical/acoustic rate at 300 K: 0.148
Optical/acoustic rate at 400 K: 0.398
Polar surface phonon energy: 0.06 eV
Oxide constants, static and high: 3.9, 2.4
Graphene-oxide gap: 0.35 nm
Polar/acoustic rate at 300 K: 0.199
Line width: 50 nm
Diffuse-edge resistivity factor: 6.68
Trigonal warping, half spread/mean: 1.99 percent
Level broadening hbar/(tau EF): 0.00255
```
